# Blume-Orbach axial splitting of the ${}^6S$ term in $d^5$ ions, part 2

We seek the axial parameter $D$ in $H_{\rm spin}=D[S_n^2-35/12]$ for a high-spin $d^5$ ion, ground term ${}^6S$ (cubic ${}^6A_1$). The one-shell model has Coulomb repulsion $H_C$, spin-orbit coupling $\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$ and a real, traceless field $v=\Delta w+v_{\rm ax}$. Here $w$ is $+3/5$ on $e$ and $-2/5$ on $t_2$, $\Delta=10Dq$, and $v_{\rm ax}=b_2P_2(\mathbf n\cdot\hat{\mathbf r})+b_4P_4(\mathbf n\cdot\hat{\mathbf r})=b_2C^2_0+b_4C^4_0$ about $\mathbf n$. Angular momenta are dimensionless and parameters are energies. For $m=2,\dots,-2$,

$$C^2_0=\tfrac17\,{\rm diag}(-2,1,2,1,-2),\qquad C^4_0=\tfrac1{21}\,{\rm diag}(1,-4,6,-4,1).$$

Quartets are traceless $5\times5$ matrices (row: down electron; column: hole), with $\langle X|Y\rangle={\rm tr}\,X^\dagger Y$ and $\hat v|X\rangle=|[v,X]\rangle$. Ranks 1 to 4 are ${}^4P,{}^4D,{}^4F,{}^4G$, with energies above ${}^6S$

$$E_P=7B+7C,\quad E_D=17B+5C,\quad E_F=22B+7C,\quad E_G=10B+5C.$$

The field joins $\{{}^4P,{}^4F\}$ only to $\{{}^4D,{}^4G\}$ and does not act on the sextet.

With $H_0=H_C+\hat v$ and $R_{ab}=\langle P_a|H_0^{-1}|P_b\rangle$,

$$H^{(2)}=-\zeta^2\sum_{ab}R_{ab}\Big(\tfrac{25}8\delta_{ab}-\tfrac12S_aS_b\Big),\qquad D=\tfrac12\zeta^2(R_\parallel-R_\perp).$$

In a cubic field $R_{ab}=R\,\delta_{ab}$, the shift is $-5\zeta^2R$, $D=0$, and $(a/6)(S_x^4+S_y^4+S_z^4)$ begins at $\zeta^4$.

Real orbitals, normalized to the spherical average, are $\sqrt{15}\,xy$ and partners, $|e_z\rangle=\frac{\sqrt{15}}2(x^2-y^2)$ and $|z^2\rangle=\frac{\sqrt5}2(3z^2-1)$. With $u=|xy\rangle\langle e_z|$,

$$G_z=\frac{u+u^T}{\sqrt2},\quad A_z=\frac{u-u^T}{\sqrt2},\quad T_z=\frac{|yz\rangle\langle zx|-|zx\rangle\langle yz|}{\sqrt2},$$

$P_z=(2A_z+T_z)/\sqrt5$ and $F_z=(A_z-2T_z)/\sqrt5$; $x,y$ partners follow cyclically. These span the three ${}^4T_1$. For the cubic field, in the basis $(P,F,G)$,

$$H_0=\begin{pmatrix}E_P&0&-2\Delta/\sqrt5\\0&E_F&-\Delta/\sqrt5\\-2\Delta/\sqrt5&-\Delta/\sqrt5&E_G\end{pmatrix},$$

with determinant $N=E_PE_FE_G-\tfrac15(E_P+4E_F)\Delta^2$. The vector $|x_a\rangle=H_0^{-1}|P_a\rangle$ has components

$$x_P=R=\frac{E_FE_G-\Delta^2/5}{N},\quad x_F=\frac{2\Delta^2}{5N},\quad x_G=\frac{2\Delta E_F}{\sqrt5N},\quad x_A=\frac{2x_P+x_F}{\sqrt5}=\frac{2E_FE_G}{\sqrt5N}.$$

For cubic eigenstates $|n,a\rangle$, energies $E_n$ and ${}^4P$ amplitudes $\alpha_n$, first order in $v_{\rm ax}$ gives

$$\delta R_{ab}=-\langle x_a|[v_{\rm ax},x_b]\rangle=-\sum_{n,m=1}^3\frac{\alpha_n\alpha_m\langle n,a|\hat v_{\rm ax}|m,b\rangle}{E_nE_m}.$$

This is the Blume-Orbach sum: spin-orbit coupling from ${}^6A_1$ into one ${}^4T_1$, the axial field, and spin-orbit coupling back from the same or another ${}^4T_1$. The terms $n=m$ describe the splitting of each ${}^4T_1$, and the terms $n\ne m$ their mixing. The sum is the complete term of order $\zeta^2v_{\rm ax}$ in this model, because $H^{(2)}$ is exact in the field and the field does not act on the sextet. By the selection rule only $P$–$G$ and $F$–$G$ elements of $v_{\rm ax}$ occur, so $\delta R$ contains the factor $x_G\propto\Delta$. In the free ion the intermediate state is pure ${}^4P$, in which the field has no expectation value; the cubic admixture of ${}^4G$ is what gives the axial field something to act on. The rank-2 field cannot join $P$ to $G$, since ranks 2 and 1 combine to rank 3 at most, so $b_2$ can enter only through $x_Fx_G\propto\Delta^3$.

One formula gives all the elements. Let $\mathcal A=(|a\rangle\langle b|-|b\rangle\langle a|)/\sqrt2$ and $\mathcal G=(|c\rangle\langle d|+|d\rangle\langle c|)/\sqrt2$ with real orbitals. As $Y=[v,\mathcal G]$ is antisymmetric, ${\rm tr}\,\mathcal A^TY=\sqrt2\langle a|Y|b\rangle$, and writing out $v\mathcal G-\mathcal Gv$,

$$\langle\mathcal A|[v,\mathcal G]\rangle=v_{ac}\langle d|b\rangle+v_{ad}\langle c|b\rangle-\langle a|c\rangle v_{db}-\langle a|d\rangle v_{cb}.$$

For a tetragonal field, $\mathbf n=\hat z$, set $b_2=-7Ds$ and $b_4=-21Dt$. The diagonal matrices found above give the orbital shifts

$$\epsilon_{e_z}=\epsilon_{xy}=2Ds-Dt,\qquad\epsilon_{yz}=\epsilon_{zx}=-Ds+4Dt,\qquad\epsilon_{z^2}=-2Ds-6Dt .$$

In the $z$ block, $[v_{\rm ax},u]=(\epsilon_{xy}-\epsilon_{e_z})u=0$, and $[v_{\rm ax},T_z]=0$ because $yz$ and $zx$ stay degenerate. So $R_{zz}=x_P$ to all orders in $Ds$ and $Dt$. The $x$ block involves $|e_x\rangle=\frac{\sqrt{15}}2(y^2-z^2)$. The identity $y^2-z^2=-\frac12(x^2-y^2)-\frac12(2z^2-x^2-y^2)$ gives $|e_x\rangle=-\frac12|e_z\rangle-\frac{\sqrt3}2|z^2\rangle$, and in the same way $|e_y\rangle=-\frac12|e_z\rangle+\frac{\sqrt3}2|z^2\rangle$. With $a=c=yz$ and $b=d=e_x$ the formula gives $\langle A_x|[v_{\rm ax},G_x]\rangle=-\delta\Delta_x$, where

$$\delta\Delta_x=\tfrac14\epsilon_{e_z}+\tfrac34\epsilon_{z^2}-\epsilon_{yz}=\big(\tfrac12-\tfrac32+1\big)Ds+\big(-\tfrac14-\tfrac{18}4-\tfrac{16}4\big)Dt=-\tfrac{35}4Dt .$$

For $T_x$, built from $zx$ and $xy$, all four overlaps with $yz$ and $e_x$ vanish, so $\langle T_x|[v_{\rm ax},G_x]\rangle=0$. Within the $x$ block the axial field is therefore $-\delta\Delta_x(|A_x\rangle\langle G_x|+|G_x\rangle\langle A_x|)$, which is simply a change of $\Delta$. The parameter $Ds$ cancels because it moves $e_x$ and $yz$ by the same amount, $-Ds$. The rest of $[v_{\rm ax},x_x]$ lies outside ${}^4T_1$ and contributes only at order $v_{\rm ax}^2$. Then $\delta R_{xx}=2\,\delta\Delta_x\,x_Ax_G$ and

$$D_{\rm tet}=-\tfrac12\zeta^2\,\delta R_{xx}=-\zeta^2\,\delta\Delta_x\,x_Ax_G=\zeta^2\cdot\frac{35}4Dt\cdot\frac{4\Delta E_F^2E_G}{5N^2}=\frac{7\zeta^2\,Dt\,\Delta\,E_GE_F^2}{N^2}.$$

For $\Delta>0$ and $Dt>0$ the $x$ and $y$ components feel a weaker field than the $z$ component. Since the axial field acts in the $x$ block as a change of $\Delta$, the same expression gives $dR/d\Delta=2x_Ax_G>0$, so the weaker field makes $R_\perp<R_\parallel$ and $D>0$. The term from the splitting of the lowest ${}^4T_1$ always has this same sign about a fourfold axis, because the lowest eigenvalue is an even and concave function of $\Delta$ and so falls as $|\Delta|$ grows. It does not in general account for the size of $D$: for $E_G<E_P$ and small $\Delta$ that level has a ${}^4P$ weight of order $\Delta^2$ and an axial shift of order $\Delta$, so it contributes only at order $\Delta^3$, while the ${}^4P$-like level, pushed up by ${}^4G$, contributes at order $\Delta$ with the opposite sign and the mixing terms outweigh it. When $(E_P+4E_F)\Delta^2/5\ll E_PE_FE_G$, $N\to E_PE_FE_G$ and $D_{\rm tet}\to7\zeta^2Dt\,\Delta/(E_P^2E_G)=70\,\zeta^2Dq\,Dt/(E_P^2E_G)$, the path ${}^6S\to{}^4P\to{}^4G\to{}^4P\to{}^6S$ with one cubic and one axial step. The operator $C^4_0$ has a cubic-invariant part, so the division between $\Delta$ and $Dt$ is a convention; moving that part into $\Delta$ changes the formula only at order $Dt^2$.

The absence of $b_2$ is a property of the fourfold axis. For $\mathbf n=(1,1,1)/\sqrt3$ the threefold rotation makes the diagonal elements $\delta R_{aa}$ equal, so they cancel in $D$, and makes the off-diagonal elements equal to a common value $\delta R_{xy}$. A matrix with $r$ off the diagonal and zero on it has eigenvalue $2r$ along $\mathbf n$ and $-r$ across it, so $D=\frac32\zeta^2\delta R_{xy}$. The twofold rotation about $(1,-1,0)$ leaves the field unchanged and sends each $T_1$ component $O_x\to-O_y$, $O_y\to-O_x$; this holds for $G_a$, $A_a$ and $F_a$ as for $P_a$, because they are generated from $P_a$ by commutators with the invariant $w$. With hermiticity this gives $\langle G_x|\hat v|P_y\rangle=\langle P_x|\hat v|G_y\rangle$, and the same for $F$. Therefore

$$D_{\rm trig}=-3\zeta^2x_G\big[x_P\langle P_x|\hat v_{\rm ax}|G_y\rangle+x_F\langle F_x|\hat v_{\rm ax}|G_y\rangle\big].$$

Here $G_y$ has $c=zx$, $d=e_y$. For $A_x$, with $a=yz$, $b=e_x$, only the first term of the matrix-element formula survives and gives $t\langle e_y|e_x\rangle=-t/2$, where $t=\langle yz|v|zx\rangle$ and the overlap is $\frac14-\frac34$. For $T_x$, with $a=zx$, $b=xy$, only the third term survives and gives $-t'$, where $t'=\langle e_y|v|xy\rangle$. Both integrands need the part of $v$ that is odd in $x$, odd in $y$ and even in $z$. With $c=(x+y+z)/\sqrt3$, that part of $c^2$ is $\frac23xy$, and that of $c^4$ is $\frac19(4x^3y+4xy^3+12xyz^2)=\frac49xy(1+2z^2)$ on the unit sphere. So $P_2=(3c^2-1)/2$ contributes $f_2=xy$, and $P_4=(35c^4-30c^2+3)/8$ contributes $f_4=\frac18xy[\frac{140}9(1+2z^2)-20]=\frac59xy(7z^2-1)$. Both are symmetric under $x\leftrightarrow y$, so the $e_z$ part of $e_y$ drops out of $t'$, leaving $t'=\frac{\sqrt3}2\cdot\frac{\sqrt5}2\sqrt{15}\,\langle(3z^2-1)xy\,f\rangle=\frac{15}4\langle(3z^2-1)xy\,f\rangle$, while $t=15\langle xyz^2f\rangle$. The spherical average of $x^{2i}y^{2j}z^{2k}$ is $(2i-1)!!(2j-1)!!(2k-1)!!/(2i+2j+2k+1)!!$, so $\langle x^2y^2\rangle=\frac1{15}$, $\langle x^2y^2z^2\rangle=\frac1{105}$ and $\langle x^2y^2z^4\rangle=\frac1{315}$. For rank 2, $t=\frac{15}{105}=\frac17$ and $t'=\frac{15}4(\frac3{105}-\frac7{105})=-\frac17$. For rank 4, $t=\frac{25}3\cdot\frac{7-3}{315}=\frac{20}{189}$ and, from $(3z^2-1)(7z^2-1)=21z^4-10z^2+1$, $t'=\frac{25}{12}\cdot\frac{21-30+21}{315}=\frac{15}{189}$. The $P$ element is $(-t-t')/\sqrt5$ and the $F$ element is $(-t/2+2t')/\sqrt5$:

$$\langle P_x|\hat v_{\rm ax}|G_y\rangle=-\frac{\sqrt5}{27}b_4,\qquad\langle F_x|\hat v_{\rm ax}|G_y\rangle=\frac{4\sqrt5}{189}b_4-\frac{\sqrt5}{14}b_2 .$$

The $b_2$ part of the $P$–$G$ element vanishes as the rank argument demands, but the $F$–$G$ part does not, and $b_2$ contributes at order $\Delta^3$. At first order in $\Delta$, $D_{\rm trig}\to+\frac29\zeta^2b_4\Delta/(E_P^2E_G)$, against $D_{\rm tet}\to-\frac13\zeta^2b_4\Delta/(E_P^2E_G)$, a ratio of $-2/3$.

Particle-hole symmetry shows which other terms compete. With $\theta$ the one-electron time reversal, the unitary map $a^\dagger(\varphi)\to a(\theta\varphi)$ takes five electrons into five electrons. For $h=\sum\epsilon|\varphi\rangle\langle\varphi|$ it sends each occupation number $n(\varphi)$ to $1-n(\theta\varphi)$, so $\hat h\to{\rm tr}\,h-\widehat{\theta h\theta^{-1}}$. Traceless time-even operators, $v$ and $\mathbf l\cdot\mathbf s$, change sign. The time-odd $\mathbf S$ is unchanged, and $H_C$, a sum of squares of real multipole operators, is unchanged. The sextet maps onto itself by a map that commutes with $\mathbf S$, which is a phase. Hence

$$D(\zeta,\Delta,v_{\rm ax})=D(-\zeta,-\Delta,-v_{\rm ax}),$$

and only terms of even total degree occur. The Blume-Orbach term, even in $\zeta$ and odd in $v_{\rm ax}$, must be odd in $\Delta$, as found. Rank 2 needs at least $\zeta^2$, so the other terms of total degree four are $\zeta^2v_{\rm ax}^2$ and $\zeta^3v_{\rm ax}$, which do not need a cubic field. At $\Delta=0$ the first runs from ${}^4P$ through ${}^4D$ or ${}^4G$ and back. The second has one spin-orbit step and one field step between two ${}^4P$ states; the field step is spin-free and leads to ${}^4D$ or ${}^4G$, and spin-orbit coupling changes $L$ by at most one, so only ${}^4D$ and $b_2$ take part. About a fourfold axis the Blume-Orbach term dominates only if $|\Delta\,b_4|$, with its coefficient, outweighs $\zeta b_2$ and $v_{\rm ax}^2$. About a threefold axis its $b_2$ part, of order $\Delta^3$, also counts, and for large $|\Delta|$ and small $\zeta$ it can dominate even when $b_4=0$.

For a numerical case take the round model parameters $B=0.10$, $C=0.40$, $\Delta=1.00$, $\zeta=0.04$, $Ds=0.04$ and $Dt=0.01$ eV, so that $b_2=-0.28$ and $b_4=-0.21$ eV. The terms lie at $E_G=3.00$, $E_P=3.50$, $E_D=3.70$ and $E_F=5.00$ eV, and the off-diagonal elements are $H_{PG}=-0.8944$ and $H_{FG}=-0.4472$ eV. The determinant is $N=3.50\times5.00\times3.00-(3.50+4\times5.00)/5=47.8$ eV$^3$. Then $x_P=(15.0-0.2)/47.8=0.3096$, $x_F=2/(5\times47.8)=0.00837$, $x_G=10/(\sqrt5\times47.8)=0.09356$ and $x_A=30/(\sqrt5\times47.8)=0.2807$, all in eV$^{-1}$. Numerical diagonalization of the $3\times3$ matrix gives ${}^4T_1$ energies $2.2741$, $4.1032$ and $5.1227$ eV with ${}^4P$ weights $\alpha_n^2=0.3414$, $0.6378$ and $0.0208$. The cubic shift is $-5\times0.04^2\times0.3096=-2.477\times10^{-3}$ eV. With $\delta\Delta_x=-\frac{35}4\times0.01=-0.0875$ eV,

$$D_{\rm tet}=0.04^2\times0.0875\times0.2807\times0.09356=3.68\times10^{-6}\ {\rm eV}=0.0297\ {\rm cm}^{-1},$$

using $1$ eV $=8065.54$ cm$^{-1}$. The small-$\Delta$ form gives $7\times0.04^2\times0.01\times1.00/(3.50^2\times3.00)=3.05\times10^{-6}$ eV, which is 17% below the full expression, the factor being $(47.8/52.5)^2$.

In the eigenbasis of the $x$ block the diagonal elements of the axial field are $0.0815$, $-0.0560$ and $-0.0255$ eV. They sum to zero because the operator has no diagonal element in the $(P,F,G)$ basis and the trace is invariant. The lowest state contributes $\frac12\times0.04^2\times0.3414\times0.0815/2.2741^2=4.30\times10^{-6}$ eV, and the other two contribute $-1.70\times10^{-6}$ and $-0.016\times10^{-6}$ eV, for a diagonal sum of $2.59\times10^{-6}$ eV. The mixing terms, from off-diagonal elements of magnitude $|V_{12}|=0.0142$, $|V_{13}|=0.0256$ and $|V_{23}|=0.0398$ eV, add $1.09\times10^{-6}$ eV, or 30% of $D_{\rm tet}$. The lowest ${}^4T_1$ alone gives the right sign, as it must about a fourfold axis, and for these parameters the split levels without mixing give 70% of the value.

The neglected orders are obtained by diagonalizing the full Hamiltonian in the 252 determinants of $d^5$. The six lowest eigenvectors are projected on the ${}^6S$ states, the unitary factor $U$ of the polar decomposition of this $6\times6$ overlap defines $H_{\rm eff}=U\,{\rm diag}(E)\,U^\dagger$, and $D={\rm tr}(QH_{\rm eff})/{\rm tr}\,Q^2$ with $Q=S_n^2-35/12$. The coefficient $a$ is projected out in the same way with the traceless part of $S_x^4+S_y^4+S_z^4$. This $H_{\rm eff}$ coincides with $H^{(2)}$ at order $\zeta^2$ and respects the symmetries used above. In the cubic field the mean shift is $-2.4777\times10^{-3}$ eV, against $-2.4770\times10^{-3}$ eV at second order, and $a=7.59\times10^{-8}$ eV $=6.1\times10^{-4}$ cm$^{-1}$. Repeating the calculation with $-\zeta$ separates a part even in $\zeta$, $6.37\times10^{-8}$ eV, from an odd part, $1.22\times10^{-8}$ eV. On halving $\zeta$ these fall by factors of $16.00$ and $32.00$, the behaviour of $\zeta^4$ and $\zeta^5$.

With the tetragonal field the exact value is $D=3.73\times10^{-6}$ eV $=0.0301$ cm$^{-1}$, and the Blume-Orbach value lies 1.4% below it. That closeness is partly a cancellation. The four sign combinations of $\zeta$ and $v_{\rm ax}$ at fixed $\Delta$ split $D$ into parts of definite parity. The part even in $\zeta$ and odd in $v_{\rm ax}$ is $3.686\times10^{-6}$ eV, 0.3% above the formula's $3.676\times10^{-6}$ eV; the excess holds the orders $\zeta^4v_{\rm ax}$, $\zeta^2v_{\rm ax}^3$ and higher. The part odd in both is $+0.486\times10^{-6}$ eV and the part even in both is $-0.431\times10^{-6}$ eV, that is $+13\%$ and $-12\%$ of the Blume-Orbach value, and the part odd in $\zeta$ and even in $v_{\rm ax}$ is $-0.014\times10^{-6}$ eV. Reversing the axial field reverses the Blume-Orbach and the odd-odd parts but not the even-even part, so the two corrections, which oppose each other here, would then both be negative like the main term and would add: the four parts sum to $(-3.686-0.486-0.431-0.014)\times10^{-6}=-4.62\times10^{-6}$ eV, and the Blume-Orbach value would fall short of this in magnitude by 20% of the exact value. Numerical inversion of $H_0$ on the $5\times5$ matrices gives $R_{zz}=0.309623$, equal to $x_P$, and $R_{xx}=0.305547$ eV$^{-1}$, so the order $\zeta^2$ summed over all powers of the field is $\frac12\times0.04^2\times(0.309623-0.305547)=3.26\times10^{-6}$ eV, close to the sum of the two parts even in $\zeta$. At $\Delta=0$ the even-odd part is zero to rounding error, while the odd-odd and even-even parts remain at $3.57\times10^{-7}$ and $-2.71\times10^{-7}$ eV.

For the same $b_2$ and $b_4$ about the threefold axis the elements per unit field are $-0.08282$ ($P$–$G$, $b_4$), $0.04732$ ($F$–$G$, $b_4$) and $-0.15972$ ($F$–$G$, $b_2$). The rank-4 part is $-3\times0.04^2\times0.09356\times(-0.21)\times[-0.08282\times0.3096+0.04732\times0.00837]=-2.38\times10^{-6}$ eV. The rank-2 part is $-3\times0.04^2\times0.09356\times0.00837\times(-0.15972)\times(-0.28)=-0.168\times10^{-6}$ eV. The total is $D_{\rm trig}=-2.55\times10^{-6}$ eV $=-0.0206$ cm$^{-1}$, which exceeds in magnitude the exact $-2.48\times10^{-6}$ eV $=-0.0200$ cm$^{-1}$ by 2.7% of the exact value. This closeness is again partly a cancellation: the four sign combinations give $+0.45\times10^{-6}$ eV for the part odd in both $\zeta$ and $v_{\rm ax}$ and $-0.38\times10^{-6}$ eV for the part even in both, and with the axial field reversed the exact value is $+1.73\times10^{-6}$ eV against $+2.55\times10^{-6}$ eV from the formula.

The expansion requires $\zeta$ and $v_{\rm ax}$ to be small compared with the lowest quartet energy. It fails as that energy approaches zero, where $N=E_1E_2E_3$ vanishes, at $\Delta^2=5E_PE_FE_G/(E_P+4E_F)$. It also fails if the low-spin doublet, of configuration $t_2^5$ for $\Delta>0$ and $e^4t_2^1$ for $\Delta<0$, approaches or crosses the sextet as $|\Delta|$ grows. For the $B$ and $C$ of the example this happens first, near $|\Delta|=2.6$ eV, while $N$ vanishes only at $3.34$ eV; doublets do not appear at order $\zeta^2$, since each spin-orbit step changes $S$ by at most one, but they enter from order $\zeta^4$ with their own denominators. The closed forms further rest on the single radial function. If covalency makes the spin-orbit matrix elements differ between directions, the vectors that replace $P_x,P_y,P_z$ have different norms and compositions, and a $D$ of order $\zeta^2$ arises without any field step between the quartets. Spin-spin coupling and admixture of other configurations, on which the field can act directly from ${}^6S$, add further axial terms that lie outside this model.
